# Interface position and staircase errors in the enthalpy method

## From cell contents to a layer thickness

A calculation of a growing diffusion layer must settle how many grid cells to place across the layer and how to read its thickness from them. If the thickness is found by counting converted cells, halving the error takes twice as many cells. If it is found by adding the converted fractions of the cells, a much coarser grid serves. The choice rests on how each error shrinks with cell width.

### The moving boundary

Carbon enters an iron sheet through the surface $x=0$. Austenite occupies $0<x<s(t)$, ferrite lies beyond, and $s(0)=0$. The ferrite is already saturated at carbon content $c_a$, so nothing diffuses in it: the problem has one active phase. In austenite the content falls from $c_s$ at the surface to $c_g$ at the interface. We assume constant diffusivity $D$, planar geometry, equal densities and local equilibrium at the interface. Define

$$u=c-c_g,\quad u_0=c_s-c_g,\quad J=c_g-c_a,\quad \mathrm{St}=\frac{u_0}{J}.$$

Advancing the interface by $ds$ requires carbon $J\,ds$ per unit area, and the flux $-Du_x$ supplies it. Hence

$$u_t=Du_{xx},\quad u(0,t)=u_0,\quad u(s,t)=0,\quad J\dot s=-Du_x(s,t).$$

The enthalpy method evolves the total carbon excess $H=c-c_a$, which is $J+u$ in austenite and zero in ferrite. The name comes from melting, where $J$ is latent heat. For an interval $[a,b]$ containing the interface,

$$\frac{d}{dt}\int_a^bH\,dx=J\dot s+\int_a^s u_t\,dx
=J\dot s+Du_x(s)-Du_x(a)=-Du_x(a).$$

The term $u(s)\dot s$ is absent because $u(s)=0$, and the interface condition cancels the first two terms. What remains is the inflow at $a$; nothing leaves at $b$. Thus the single conservation law $H_t=Du_{xx}$, read in this integrated sense, contains the interface condition.

### A reference solution

The function

$$u=u_0\left[1-\frac{\operatorname{erf}(x/\sqrt{4Dt})}{\operatorname{erf}\lambda}\right],\qquad s=2\lambda\sqrt{Dt}$$

solves the diffusion equation and both boundary values. Its slope at the interface is

$$u_x(s)=-\frac{u_0e^{-\lambda^2}}{\sqrt{\pi Dt}\,\operatorname{erf}\lambda}.$$

Since $\dot s=\lambda\sqrt{D/t}$, the interface condition becomes

$$\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=\mathrm{St}.$$

Write $v=\dot s$ and $g=-u_x(s)>0$. Then $Jv=Dg$, and

$$\frac gJ=\frac vD=\frac{\lambda}{\sqrt{Dt}}=\frac{2\lambda^2}{s}.$$

Take rough typical values at 1073 K: $c_s=0.90$, $c_g=0.30$, $c_a=0.01$ wt%, $D=1.4$ µm²/s, and a time of 3600 s. Then $\mathrm{St}=0.60/0.29=2.07$, and numerical root finding gives $\lambda=0.8099$. With $\sqrt{Dt}=\sqrt{5040}=70.99$ µm, the thickness is $s=2(0.8099)(70.99)=115.0$ µm. The final speed is $v=s/(2t)=0.0160$ µm/s, so $g=Jv/D=0.0033$ wt%/µm.

### The fixed-grid algorithm

Cell $i$ has width $h$ and centre $x_i=(i-\tfrac12)h$. Each time step does the following:

1. Compute $u_i=\max(H_i-J,0)$ in every cell.
2. For $i>1$, replace $H_i$ by $H_i+r(u_{i-1}-2u_i+u_{i+1})$, where $r=D\Delta t/h^2$.
3. In the first cell the wall is only $h/2$ from the centre, so add $r[2(u_0-u_1)-(u_1-u_2)]$.
4. Compute the phase fractions $f_i=\min(H_i/J,1)$ and the position $s_h=h\sum_i f_i$.

A full cell with $i>1$ is updated to

$$J+(1-2r)u_i+r(u_{i-1}+u_{i+1}).$$

In the first cell the coefficient of $u_1$ is $1-3r$. If $r\le1/3$, all coefficients are non-negative and a full cell stays full. A cell passes carbon onward only when $u_i>0$, hence only when it is full. At most one cell is therefore partly filled. Let $\theta$ be its fraction.

Counting the cells with $f_i\ge\tfrac12$ rounds $s_h/h$ to an integer. The counted position differs from $s_h$ by up to $h/2$, which is the staircase. The fraction sum removes the rounding, but it cannot remove errors already made in $H$. The leading ones come from one feature: while the interface crosses cell $i$, the scheme holds $u=0$ at the fixed centre $x_i$.

### Slow fronts: a second-order error

Suppose first that the profile becomes straight in much less time than a cell takes to fill. The flux is then $Du_0/x_i$, and cell $i$ fills in the time

$$\Delta t_i=\frac{Jhx_i}{Du_0}=\frac{Jh^2}{Du_0}\left(i-\tfrac12\right).$$

Since $\sum_{i=1}^n(i-\tfrac12)=n^2/2$, the first $n$ cells take $K(nh)^2$, with $K=J/(2Du_0)$. For small $\lambda$ the equation for $\lambda$ reduces to $2\lambda^2=\mathrm{St}$, so the true law is $t=Ks^2$. In this limit the two agree whenever a cell is completed.

Between the edges $a$ and $b=a+h$ the numerical front has constant speed, so its time is the chord of $Ks^2$:

$$t_h(s)-t(s)=K[(a+b)s-ab-s^2]=K(s-a)(b-s).$$

The numerical front is late. Multiplying this delay by the speed $1/(2Ks)$ gives, to leading order in $h/s$,

$$s_h-s=-\frac{(s-a)(b-s)}{2s},$$

with extreme value $-h^2/(8s)$ at mid-cell.

The straight profile must also store little carbon. When the pinned zero moves forward by $h$, the stored amount grows by $u_0h/2$, equivalent to a front displacement $\mathrm{St}\,h/2$. This is small beside $h^2/(8s)$ if $4N\,\mathrm{St}\ll1$, where $N=s/h$. A run with $\mathrm{St}=0.0005$ and ten cells across the final layer has $4N\,\mathrm{St}=0.02$. Over the last fifth of its thickness, the extreme error was $-1.0005$ times $h^2/(8s)$. This mid-cell value is insensitive to the stored carbon, because there the pinned zero sits at the true front. The effect shows when a cell is completed: at $\mathrm{St}=0.01$ the mid-cell value is still $-1.00$, but the front then leads by $0.13\,h^2/(8s)$.

At fixed $\mathrm{St}$, refinement eventually breaks this condition. The second-order result therefore does not describe the limit $h\to0$ of the carbon example.

### Finite Stefan number: the order drops to three halves

A cell now fills in $\tau=h/v$, during which diffusion reaches a distance of order

$$\sqrt{D\tau}=\sqrt{hJ/g}.$$

On a fine grid this is much longer than $h$ but much shorter than $s$. The second condition is $2\lambda^2N\gg1$; for $N=32$ in the example the left side is 42.

Let $w$ be the numerical minus the true concentration. Near the front the true profile, extended smoothly past $s$, is $g(s-x)$. The scheme sets zero at $x_i$, so

$$w(x_i)=-g(s-x_i)=gh\left(\tfrac12-\theta\right).$$

This is a sawtooth: it falls steadily while a cell fills and jumps up by $gh$ when the next cell takes over. It drives a diffusion wave back into the austenite. To leading order the wave sees a half-space with a fixed boundary, because the front moves only $h$ in one period.

The carbon in the wave follows from the response to a step. A unit boundary step applied for a time $T$ produces $\operatorname{erfc}(y/\sqrt{4DT})$ at depth $y$, whose integral over $y$ is $2\sqrt{DT/\pi}$. Let the sawtooth start $M$ full periods before the current cell. It begins with a step $gh/2$, and later jumps of $gh$ have ages $(m+\theta)\tau$ for $m=0,\dots,M-1$. The steady fall, at rate $gh/\tau$, is a succession of small negative steps, so its response is

$$-\frac{gh}{\tau}\int_0^{(M+\theta)\tau}2\sqrt{\frac{DT}{\pi}}\,dT
=-\frac{2gh\sqrt{D\tau}}{\sqrt\pi}\,\frac23(M+\theta)^{3/2}.$$

Adding the three parts gives the wave's carbon per unit area,

$$W=\frac{2gh\sqrt{D\tau}}{\sqrt\pi}\left[\sum_{m=0}^{M}\sqrt{m+\theta}-\frac23(M+\theta)^{3/2}-\frac12\sqrt{M+\theta}\right].$$

Here the initial half-step has been written as a full term minus a half. As $M\to\infty$ the bracket tends to the Hurwitz zeta function $\zeta(-\tfrac12,\theta)$; the limit may be taken as its definition at this argument.

The wave dies out before reaching the wall, so to this order it does not change the carbon intake. Its carbon must come from the converted layer: $J(s_h-s)+W=0$. The strip between $x_i$ and $s$ contributes only order $gh^2$. Using $D\tau=hJ/g$,

$$s_h-s\simeq-\frac{2}{\sqrt\pi}\,h^{3/2}\sqrt{\frac gJ}\;\zeta\!\left(-\tfrac12,\theta\right).$$

This is a formal leading-order result at fixed $\mathrm{St}$, not a rigorous bound. Divide the error by $h^{3/2}\sqrt{g/J}$ and call the result the scaled error. Numerical evaluation of the zeta function puts its highest value at $0.2346$, when a cell is completed, and its lowest at $-0.1054$, for $\theta=0.303$. The range is $0.340$.

The shape has a direct cause. A newly filled cell has $u$ close to zero, so at first it sends little onward and the recovered front almost stalls. Meanwhile the true front advances, and the error falls. The flux climbs back to about half its steady value in a time of order $h^2/D$, which is a few time steps at $r=0.3$. On a fine grid this is a small part of the filling time. For small $\theta$ beyond this brief start, the drop in the scaled error is close to $-(2/\sqrt\pi)(\sqrt\theta-0.73\,\theta)$. The square root comes from the $m=0$ term of the sum; alone it overstates the drop by about 15% at $\theta=0.03$ and 30% at $\theta=0.1$. As the flux recovers further, the front catches up.

### Does the oscillation leave a bias?

Write $s_h-s=S+o(\theta)$, where $S$ varies slowly and $o$ is the zeta term. The mean of $o$ over a cell is zero. To see this, integrate the bracket over $\theta$ and put $X=M+1$. The sum gives $\tfrac23X^{3/2}$, the second term $-\tfrac23X^{3/2}+\tfrac12X^{1/2}$, and the third $-\tfrac12X^{1/2}$, with remainders that vanish as $X\to\infty$.

A bias $S$ could still be driven by the mean of $w$. Cells switch when $s_h$, not $s$, reaches an edge. The mean of $s-x_i$ is therefore $-S-o_0$, where $o_0=o(0)=o(1)$, and the mean of $w(x_i)$ is $g(S+o_0)$.

To move this value to the true front, add the mean of $(s-x_i)w_x$. The oscillating part of the interface condition, $J\,do/dt=-Dw_x$, gives $w_x=-(g/h)\,o'(\theta)$. With $s-x_i=h(\theta-\tfrac12)$ to leading order, integration by parts yields

$$-g\int_0^1\left(\theta-\tfrac12\right)o'\,d\theta=-g\,o_0+g\int_0^1o\,d\theta=-g\,o_0.$$

The mean of $w(s)$ is therefore $gS$. That is also the linearized condition for an ordinary Stefan solution whose front is displaced by $S$, because $0=u(s+S)+w\simeq-gS+w(s)$. The pinning thus supplies no source for $S$ at order $h^{3/2}$.

The concentration itself is less accurate. Just before cell $i$ is full, the true value at its centre is about $gh/2$ while the scheme still has zero. This first-order error is confined to the diffusion wave near the front.

### Measuring the orders

The time at which errors are sampled matters. If $h=s/N$ at the final time, the true front then lies on a cell edge. Any $s_h$ within half a cell of it makes the count equal to $N$, and the counting error appears to be zero on every such grid. The errors below are instead maxima over the last quarter of the thickness, with about 70 samples per cell filling on average. The peak of the fraction error is a sharp cusp that this sampling can slightly miss: with every step sampled, the value for $N=128$ is 0.0231 instead of 0.0226 µm, and the scaled ranges quoted below rise by less than 0.001. The ratio $r$ was held near 0.3, so the time step shrinks as $h^2$.

| $N$ | $h$ (µm) | count (µm) | fractions (µm) | mean of $s_h-s$ (µm) |
|---|---|---|---|---|
| 32 | 3.594 | 1.848 | 0.174 | −0.01064 |
| 64 | 1.797 | 0.920 | 0.0639 | −0.00280 |
| 128 | 0.898 | 0.456 | 0.0226 | −0.00072 |
| 256 | 0.449 | 0.227 | 0.0083 | −0.00018 |
| 512 | 0.225 | 0.113 | 0.0030 | −0.00005 |

The observed order is the base-two logarithm of the error ratio between successive grids. For the last pair it is 1.00 for counting and 1.48 for fractions. The mean falls by a factor of about four at each refinement, so the remaining bias is second order over these grids when $r$ is fixed. Most of it comes from the time step: with 64 cells, lowering $r$ from 0.3 to 0.03 changes the mean from −0.0028 to −0.0001 µm, while the maximum error only moves from 0.064 to 0.067 µm.

The size can be predicted too. On the finest grid the largest error should occur near the start of the sampled interval, where $s=86.2$ µm and $g/J=2(0.8099)^2/86.2=0.0152$ µm⁻¹. The law gives $0.2346\,(0.2246)^{3/2}\sqrt{0.0152}=0.0031$ µm, against a measured 0.0030 µm.

The scaled range measured 0.3347 for $N=128$ and 0.3374 for $N=512$. If the next correction is proportional to $\sqrt h$, it halves between these grids, and extrapolation gives $2(0.3374)-0.3347=0.3401$. The zeta law gives 0.3399. Extrapolating from the grids with 32 and 128 cells, or with 64 and 256, gives 0.339 and 0.341, so the agreement is meaningful to about 0.001. The largest concentration error on the finest grid was 0.98 of the local $gh/2$.

Thirty-two cells with fractions give a smaller maximum error than 256 cells with counting: 0.17 against 0.23 µm. The finer run has eight times as many cells and, because $\Delta t\propto h^2$, 64 times as many steps, so it needs about 512 times as many cell updates.

### When refinement stops helping

For these inputs, changes in the model's assumptions move the thickness by far more than the fraction-recovery errors in the table. The following estimates change one assumption at a time and use rough inputs.

- **Carbon-free ferrite at the start.** With diffusivity $D_f=150$ µm²/s, the ferrite profile is $c_a\operatorname{erfc}(x/\sqrt{4D_ft})/\operatorname{erfc}\kappa$, where $\kappa=\lambda\sqrt{D/D_f}$. Subtracting its flux in the interface balance gives

$$J\lambda=\frac{u_0e^{-\lambda^2}}{\sqrt\pi\operatorname{erf}\lambda}-c_a\sqrt{\frac{D_f}{D}}\frac{e^{-\kappa^2}}{\sqrt\pi\operatorname{erfc}\kappa}.$$

  Its numerical root gives 105 µm, or 8.6% less. This applies to a sheet at least about $\sqrt{4D_ft}=1470$ µm thick. In a much thinner sheet with a closed far side, the ferrite fills with carbon and the reduction is smaller.
- **Finite surface transfer.** For a transfer coefficient $k=0.10$ µm/s, the wall flux becomes $D(u_0-u_1)/(D/k+h/2)$. A 64-cell enthalpy calculation gives 103 µm, or 10.9% less.
- **Diffusivity rising with carbon.** Let $D$ rise linearly with $u$ from 1.05 to 1.75 µm²/s. Replacing $Du$ by $\int_0^u D\,du'$ in the fluxes, again with 64 cells, gives 112 µm, or 2.5% less. The level of $D$ matters far more than its slope, since $s\propto\sqrt D$. The value 1.4 µm²/s is a composition-independent estimate; composition-dependent fits for carbon in austenite give roughly 2 to 5 µm²/s over 0.3–0.9 wt% at this temperature, which would put the layer near 170 µm.
- **A furnace 10 K hotter.** An activation energy of 148 kJ/mol raises $\sqrt D$, and hence $s$ at fixed $\lambda$, by 8.0%. The shift of the phase boundary is left out, but it is not negligible: if $c_g$ also fell by 0.03 wt%, $\lambda$ would rise by a further 5.4%.

Any density difference between the phases is also neglected. At temperatures where the iron is already austenitic before carbon enters, this moving boundary is absent.

For these inputs, 32 cells with fraction recovery leave a maximum error of 0.17 µm over the last quarter of the growth in thickness, about 0.2% of the thickness at which it occurs. Better knowledge of the diffusivity, the surface condition and the initial carbon content would improve the predicted thickness more than a finer grid.
